# Extra Sphere Density from Semicore Local Orbitals in the LAPW Method

## The decision in the density routine

When semicore local orbitals are added to an LAPW calculation, the routine that accumulates the density inside the atomic spheres must change. One must decide whether it is enough to add new products containing the semicore radial function, or whether the coefficients of the old products change too. They do change. The theorem below gives every additional term. The safe order of operations is to add the coefficients of each state first, and to multiply afterwards.

## Setting and conventions

Hartree atomic units are used. Consider one sphere of radius \(R\) centred at the origin and scalar wave functions of one spin. The spherical potential that generates the radial functions is \(V(r)\), and

\[
h_l=-\frac{1}{2r^2}\frac{d}{dr}r^2\frac{d}{dr}+\frac{l(l+1)}{2r^2}+V(r).
\]

Let \(u_l(r;E)\) be the real, regular solution of \((h_l-E)u_l=0\), normalized in the sphere. With \(\langle f|g\rangle=\int_0^R fg\,r^2dr\), this means \(\langle u_l|u_l\rangle=1\). Each channel uses

\[
f_1=u=u_l(r;E_1),\qquad
f_2=\dot u=\left.\frac{\partial u_l}{\partial E}\right|_{E_1},\qquad
f_3=v=u_l(r;E_2).
\]

Here \(E_1\) is the valence linearization energy and \(E_2\ne E_1\) the semicore energy; both may depend on \(l\). The function \(v\) is present only in channels that carry a local orbital. The spherical harmonics are complex, with the Condon–Shortley phase. I write \(\Lambda=(l,m)\) and \(\Lambda'=(l',m')\).

A state is a sum of augmented plane waves \(\phi_G\) and local orbitals \(\chi_\lambda\),

\[
\psi=\sum_G c_G\phi_G+\sum_\lambda c_\lambda\chi_\lambda .
\]

Its "extra density" means \(|\psi|^2\) minus the squared modulus of the first sum, with the same \(c_G\) in both. It is not the difference between two calculations made with and without local orbitals, because those have different \(c_G\) and possibly different bands.

## Lemma 1: radial identities

For two radial functions define a bracket of their values and slopes at the sphere boundary:

\[
\{f,g\}=\frac{R^2}{2}\left(f\frac{dg}{dr}-g\frac{df}{dr}\right)_{r=R},
\qquad \{g,f\}=-\{f,g\}.
\]

**Lemma.** The following relations hold:

\[
\langle u|\dot u\rangle=0,\qquad \{u,\dot u\}=-1,
\]
\[
(E_2-E_1)\langle u|v\rangle=\{v,u\},
\]
\[
(E_2-E_1)\langle\dot u|v\rangle=\langle u|v\rangle+\{v,\dot u\}.
\]

**Proof.** Differentiating \(\langle u|u\rangle=1\) with respect to energy gives \(2\langle u|\dot u\rangle=0\). Differentiating \((h_l-E)u=0\) gives \((h_l-E_1)\dot u=u\).

In \(\langle f|h_lg\rangle-\langle g|h_lf\rangle\) the potential and centrifugal terms cancel. The rest is a total derivative:

\[
-\frac12\int_0^R\frac{d}{dr}\left[r^2\left(f\frac{dg}{dr}-g\frac{df}{dr}\right)\right]dr=-\{f,g\}.
\]

The contribution at \(r=0\) vanishes for regular functions. Now insert the three pairs.

- For \(f=u,\ g=\dot u\), the left side is \(E_1\langle u|\dot u\rangle+1-E_1\langle\dot u|u\rangle=1\). Hence \(\{u,\dot u\}=-1\).
- For \(f=v,\ g=u\), it is \((E_1-E_2)\langle u|v\rangle=-\{v,u\}\).
- For \(f=v,\ g=\dot u\), it is \((E_1-E_2)\langle\dot u|v\rangle+\langle u|v\rangle=-\{v,\dot u\}\).

Changing signs in the last two gives the stated forms. ∎

The functions \(u\) and \(v\) are eigenfunctions of the same differential expression, but they need not satisfy the same boundary condition at \(R\). Their overlap is therefore a surface term and is in general nonzero.

## Lemma 2: coefficients of the basis functions

**Matching rule.** Suppose \(xu+y\dot u\) must have the value and slope of a given function \(g\) at \(R\). Taking the bracket of this condition with \(\dot u\) on the right gives \(x\{u,\dot u\}=\{g,\dot u\}\). Taking it with \(u\) on the right gives \(y\{\dot u,u\}=\{g,u\}\). Since \(\{u,\dot u\}=-1\),

\[
x=-\{g,\dot u\},\qquad y=\{g,u\}.
\]

The nonzero bracket also guarantees that the two linear equations have one solution.

**Augmented plane waves.** Outside the spheres \(\phi_G=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}\), with \(\mathbf K=\mathbf k+\mathbf G\) and cell volume \(\Omega\). The Rayleigh expansion of this plane wave is

\[
\sum_\Lambda p_\Lambda^G\,j_l(Kr)Y_\Lambda(\hat r),\qquad
p_\Lambda^G=\frac{4\pi i^l}{\sqrt\Omega}Y_\Lambda^*(\hat K).
\]

With \(g=p_\Lambda^G j_l(Kr)\), the matching rule gives

\[
a_\Lambda^G=-p_\Lambda^G\{j_l,\dot u\},\qquad
b_\Lambda^G=p_\Lambda^G\{j_l,u\}.
\]

The derivative in the brackets is \(d j_l(Kr)/dr\), so it contains a factor \(K\).

**Local orbitals.** In the sphere take \(N_l(\alpha_0u+\beta_0\dot u+v)Y_\Lambda\), with zero value and slope at \(R\), and zero outside. The first two terms must match \(g=-v\). Therefore

\[
\alpha_0=\{v,\dot u\},\qquad \beta_0=-\{v,u\}.
\]

Lemma 1 turns the boundary data into overlaps:

\[
\beta_0=(E_1-E_2)\langle u|v\rangle,\qquad
\alpha_0=(E_2-E_1)\langle\dot u|v\rangle-\langle u|v\rangle .
\]

The number \(N_l\) normalizes the orbital. In a crystal code a local orbital may also carry a plane-wave phase and a combination of several \(m\). Let \(t_\Lambda^\lambda\) denote that angular coefficient; for a single orbital \((l,m)\) it is one for its own \(\Lambda\) and zero otherwise.

## Theorem

Collect the coefficients of the plane-wave part,

\[
a_\Lambda=\sum_Gc_Ga_\Lambda^G,\qquad b_\Lambda=\sum_Gc_Gb_\Lambda^G,
\]

and those of the local-orbital part,

\[
\gamma_\Lambda=N_l\sum_\lambda c_\lambda t_\Lambda^\lambda,\qquad
\alpha_\Lambda=\alpha_0\gamma_\Lambda,\qquad
\beta_\Lambda=\beta_0\gamma_\Lambda .
\]

In channels without a local orbital the last three are zero. Define the vectors

\[
d_\Lambda=(a_\Lambda,b_\Lambda,0),\quad
q_\Lambda=(\alpha_\Lambda,\beta_\Lambda,\gamma_\Lambda),\quad
D_\Lambda=d_\Lambda+q_\Lambda=(A_\Lambda,B_\Lambda,C_\Lambda).
\]

**Theorem.** Inside the sphere

\[
\psi=\sum_\Lambda\left(A_\Lambda u+B_\Lambda\dot u+C_\Lambda v\right)Y_\Lambda .
\]

If densities are expanded as \(\rho=\sum_{LM}\rho_{LM}(r)Y_{LM}\), the extra density is

\[
\Delta\rho_{LM}=\sum_{\Lambda\Lambda'}G^{LM}_{\Lambda\Lambda'}\sum_{i,j=1}^3
\Delta W_{ij}\,f_i^{\,l}(r)f_j^{\,l'}(r),
\]
\[
\Delta W_{ij}=d_{\Lambda i}^*q_{\Lambda'j}+q_{\Lambda i}^*d_{\Lambda'j}+q_{\Lambda i}^*q_{\Lambda'j},
\]
\[
G^{LM}_{\Lambda\Lambda'}=\int Y_{LM}^*Y_\Lambda^*Y_{\Lambda'}\,d\hat r .
\]

**Proof.** For a fixed \(\Lambda\), the plane-wave part contributes \(a_\Lambda u+b_\Lambda\dot u\), and the local orbitals contribute \(\alpha_\Lambda u+\beta_\Lambda\dot u+\gamma_\Lambda v\). Adding equal radial functions gives

\[
A_\Lambda=a_\Lambda+\alpha_\Lambda,\qquad
B_\Lambda=b_\Lambda+\beta_\Lambda,\qquad
C_\Lambda=\gamma_\Lambda .
\]

The squared modulus is

\[
|\psi|^2=\sum_{\Lambda\Lambda'}\sum_{ij}D_{\Lambda i}^*D_{\Lambda'j}f_i^{\,l}f_j^{\,l'}Y_\Lambda^*Y_{\Lambda'} .
\]

Multiplication by \(Y_{LM}^*\) and integration over angles replaces the two harmonics by \(G^{LM}_{\Lambda\Lambda'}\). The plane-wave part alone gives the same expression with \(D\) replaced by \(d\). The difference of coefficients is

\[
(d+q)_{\Lambda i}^*(d+q)_{\Lambda'j}-d_{\Lambda i}^*d_{\Lambda'j}=\Delta W_{ij}. \quad ∎
\]

### The nine products

A prime on a coefficient or a radial function now means that it belongs to \(\Lambda'\). Since \(d_3=0\), the extra coefficients are as follows.

- \(uu'\): \(a^*\alpha'+\alpha^*a'+\alpha^*\alpha'\)
- \(u\dot u'\): \(a^*\beta'+\alpha^*b'+\alpha^*\beta'\)
- \(\dot uu'\): \(b^*\alpha'+\beta^*a'+\beta^*\alpha'\)
- \(\dot u\dot u'\): \(b^*\beta'+\beta^*b'+\beta^*\beta'\)
- \(uv'\): \((a+\alpha)^*\gamma'\)
- \(\dot uv'\): \((b+\beta)^*\gamma'\)
- \(vu'\): \(\gamma^*(a'+\alpha')\)
- \(v\dot u'\): \(\gamma^*(b'+\beta')\)
- \(vv'\): \(\gamma^*\gamma'\)

The first four change products that a code without local orbitals already has. The other five are new. If \(l\ne l'\), then \(u\dot u'\) and \(\dot uu'\) are different functions of \(r\), and both are needed.

The angular integral requires \(m'=M+m\), \(|l-l'|\le L\le l+l'\), and even \(L+l+l'\). A local orbital in the \(p\) channel can thus interfere with the plane-wave \(d\) channel and contribute to \(L=1\) and \(L=3\), even if the \(d\) channel has no local orbital. Restricting the cross terms to channels that carry local orbitals loses these contributions.

### Where a real part may be taken

The two cross terms are complex conjugates at each point in space, but not necessarily in each component \(LM\). From \(Y_{LM}^*=(-1)^MY_{L,-M}\) and the reality of \(G\),

\[
G^{LM}_{\Lambda\Lambda'}=(-1)^MG^{L,-M}_{\Lambda'\Lambda}.
\]

Exchanging \(\Lambda\) and \(\Lambda'\) therefore connects \(M\) with \(-M\). For \(M=0\) the two cross sums are conjugate, and one may write twice the real part of one of them. For \(M\ne0\) with complex harmonics this shortcut fails: the second cross sum at \((L,M)\) equals \((-1)^M\) times the complex conjugate of the first sum at \((L,-M)\), not at \((L,M)\). It must be evaluated separately or taken from the \(-M\) component.

### Several states

With occupations \(n_s\), which include the \(\mathbf k\)-point weights, the density is \(\sum_sn_s\Delta\rho^{(s)}_{LM}\). The coefficients are added within one state; the products are then added over states. Adding coefficients of different states before multiplying would create interference between states that the density of independently occupied orbitals does not contain.

## Corollary: the sphere charge

For \(L=M=0\) the harmonic is \(1/\sqrt{4\pi}\), so \(G^{00}_{\Lambda\Lambda'}=\delta_{\Lambda\Lambda'}/\sqrt{4\pi}\). The sphere charge is \(Q=\sqrt{4\pi}\int_0^R\rho_{00}r^2dr\), and the factors of \(\sqrt{4\pi}\) cancel. Using \(\langle u|u\rangle=\langle v|v\rangle=1\) and \(\langle u|\dot u\rangle=0\), the charge in channel \(l\) is

\[
\begin{aligned}
Q_l=\sum_m\big[&|A|^2+|B|^2\langle\dot u|\dot u\rangle+|C|^2\\
&+2\,\mathrm{Re}(A^*C)\langle u|v\rangle+2\,\mathrm{Re}(B^*C)\langle\dot u|v\rangle\big].
\end{aligned}
\]

The interference charge between the two parts of the basis is

\[
\begin{aligned}
Q_l^{\rm cross}=2\,\mathrm{Re}\sum_m\big[&a^*\alpha+b^*\beta\langle\dot u|\dot u\rangle\\
&+a^*\gamma\langle u|v\rangle+b^*\gamma\langle\dot u|v\rangle\big].
\end{aligned}
\]

Interference between different \(\Lambda\) drops out of the total charge. It can remain in the nonspherical density, so a correct charge alone does not validate all components.

## Proposition: what a semicore state looks like

**Proposition.** Let the potential in the sphere be \(V(r)\), and let \(\psi\) be an exact eigenstate with energy \(E_2\) whose channel \(\Lambda\) is represented by \(u,\dot u,v\). Then

\[
A_\Lambda=B_\Lambda=0,\qquad a_\Lambda=-\alpha_0\gamma_\Lambda,\qquad b_\Lambda=-\beta_0\gamma_\Lambda .
\]

**Proof.** Projecting the Schrödinger equation on \(Y_\Lambda\) shows that the radial part of \(\psi\) is a regular solution of \((h_l-E_2)f=0\), hence a multiple of \(v\). The three functions are linearly independent: \((h_l-E_1)^2\) annihilates \(u\) and \(\dot u\), but multiplies \(v\) by \((E_2-E_1)^2\ne0\). The coefficients of \(u\) and \(\dot u\) must therefore vanish. Since \(A=a+\alpha_0\gamma\) and \(B=b+\beta_0\gamma\), the remaining equations follow. ∎

The local orbital is forced to vanish at \(R\), but a semicore state generally does not. The augmented plane waves carry its value and slope through the boundary. Inside, they also cancel the \(u\) and \(\dot u\) that were added to make the local orbital vanish there. This cancellation is an interference effect and is lost if the two densities are added separately.

The same argument at energy \(E_1\) gives \(B=C=0\): such a valence state needs no local orbital in this channel. For an energy \(E_1+\epsilon\), the expansion \(u+\epsilon\dot u+\tfrac12\epsilon^2\ddot u+\dots\) leaves the span of \(u\) and \(\dot u\) at second order in \(\epsilon\). Only from that order on does an exact valence state call for another radial function.

## Worked example

The model is a simple cubic crystal with lattice constant \(a=5\) bohr (not to be confused with the coefficient \(a_\Lambda\)). Inside spheres of radius \(R=2\) bohr the potential is \(-V_0(1-r^2/R^2)^2\), with \(V_0=9\) hartree; outside it is zero. At \(\mathbf k=(0.3,0.2,0.1)\,2\pi/a\), the lowest four bands are semicore bands, one \(s\)-like and three \(p\)-like. Local orbitals are supplied for \(l=0\) and \(l=1\). The LAPW basis has 195 plane waves with \(|\mathbf K|<4.5\) bohr\(^{-1}\) and is augmented up to \(l=12\). An independent diagonalization in plane waves alone, with \(|\mathbf K|<9\) bohr\(^{-1}\), provides the reference.

For \(l=1\), \(E_1=-0.36\) and \(E_2=-2.19\) hartree. The overlaps are \(\langle u|v\rangle=0.3173\), \(\langle\dot u|v\rangle=-0.2549\) hartree\(^{-1}\), and \(\langle\dot u|\dot u\rangle=0.0859\) hartree\(^{-2}\). Lemma 2 then gives

\[
\beta_0=1.83\times0.3173=0.581\ \text{hartree},
\]
\[
\alpha_0=(-1.83)(-0.2549)-0.3173=0.149 .
\]

The orbital obtained by matching at the boundary has coefficients 0.16185, 0.62983 and 1.08473. Dividing the first two by the third gives the same 0.149 and 0.581.

### Regrouping one semicore state

Take band 4 and \(l=1,m=0\), with the phase chosen to make \(C\) positive. Here \(b\), \(\beta\) and \(B\) are in hartree:

\[
A=-0.1506+0.1490=-0.0016,
\]
\[
B=-0.5720+0.5798=0.0078,\qquad C=0.9985 .
\]

The near cancellation is that of the proposition: the band energy, \(-2.191\) hartree, is close to \(E_2\). The small residuals are not due to this energy offset alone. For the exact state the offset would leave \(|A|\) and \(|B|\) near 0.001; the rest, most of \(B\), reflects the finite LAPW basis, whose state is not an exact eigenstate.

The interference charge of this component, term by term, is

\[
2(-0.0224-0.0285-0.0477+0.1456)=0.094 .
\]

The four numbers are \(a\alpha\), \(b\beta\langle\dot u|\dot u\rangle\), \(a\gamma\langle u|v\rangle\) and \(b\gamma\langle\dot u|v\rangle\). For the whole \(l=1\) channel, the plane-wave, cross and local-orbital charges add to

\[
0.0508+0.0940+0.8474=0.992\ \text{electron}.
\]

The total is stable, but the split depends on the plane-wave cutoff: at 6.5 bohr\(^{-1}\) it becomes \(0.0510+0.0967+0.8444\), while \(B\) falls to 0.0015 and \(C\) to 0.9967. The numbers below refer to the cutoff 4.5 bohr\(^{-1}\). Without the cross term the channel holds 0.898 electron, about 9.5% less than the full value. If instead \(\gamma v\) is added but \(\alpha\) and \(\beta\) are forgotten, it holds 1.244 electrons. That exceeds the one electron of the normalized state in the entire cell.

### The radial density

For the same band, the spherical component \(\rho_{00}\), in bohr\(^{-3}\), is built up as follows.

| \(r\) (bohr) | APW | cross | LO | sum |
|---|---:|---:|---:|---:|
| 0.4 | 0.006 | −0.118 | 0.567 | 0.455 |
| 0.9 | 0.000 | 0.015 | 0.406 | 0.422 |
| 1.4 | 0.008 | 0.030 | 0.028 | 0.066 |
| 1.9 | 0.004 | 0.000 | 0.000 | 0.005 |

The reference values are 0.454, 0.422, 0.066 and 0.005. The cross density is negative at 0.4 bohr although its integrated charge is positive. The volume factor resolves this: \(r^2\rho_{00}^{\rm cross}\) is \(-0.019\), \(0.012\) and \(0.059\) bohr\(^{-1}\) at the first three radii, so the outer region weighs more. At 1.9 bohr the local orbital has nearly vanished, and the plane-wave part supplies most of the density.

For bands 1–4 together, the largest deviation from the reference over the four radii and all components up to \(L=4\) is 0.2% of the largest reference component. Without cross terms it is 27%. The sphere centre of this model is an inversion centre, so \(\psi(-\mathbf r)=\psi^*(\mathbf r)\) up to a phase: all odd-\(L\) components vanish, and the \(p\)–\(d\) interference described above is zero here. The example tests only even \(L\); the odd-\(L\) terms appear at sites without inversion symmetry. The numerical check tests these densities against the plane-wave reference, and tests the extra terms against a point-by-point sum of basis functions.

### The valence band and the missing bands

Band 5 lies at \(-0.361\) hartree, close to \(E_1\). Its \(l=1\), \(m=0\) component has \(C\) of order \(10^{-5}\), and its local-orbital and cross charges in the \(s\) and \(p\) channels vanish to the five decimals printed. Its density components up to \(L=4\) deviate from the reference by at most \(1.6\times10^{-4}\) of the largest reference component, with or without the cross terms. The extra density in this example therefore belongs essentially to the semicore states, as the proposition leads one to expect for a valence energy this close to \(E_1\).

Without local orbitals, the lowest eigenvalue of the same plane-wave basis is \(-0.361\) hartree. The four semicore bands are absent. Subtracting the densities of two such calculations would compare different sets of states, which is why the extra density was defined within one state.

## Limits and range of validity

If \(\gamma_\Lambda=0\) for every \(\Lambda\), then all \(\alpha_\Lambda\) and \(\beta_\Lambda\) vanish too, and so does every extra term. It is not enough that \(\gamma_\Lambda\) vanishes in one channel: the plane-wave part of that channel can still interfere with a local orbital in another.

The limit \(E_2\to E_1\) is delicate. With \(\eta=E_2-E_1\), \(v=u+\eta\dot u+\tfrac12\eta^2\ddot u+\dots\). The local-orbital conditions remove the first two terms and leave a function of order \(\eta^2\). Normalization makes \(N_l\) grow as \(\eta^{-2}\), provided that the leading remainder is nonzero. For fixed \(c_\lambda\), \(\alpha\) and \(\gamma\) then become large with opposite signs while the orbital stays finite. The theorem still holds for \(\eta\ne0\), but rounding errors grow because large products cancel.

The regrouping does not require \(\psi\) to be an eigenstate, nor the full crystal potential to be spherical. It requires only that the basis have the stated form in the sphere. The proposition, by contrast, does use a spherical potential and an exact eigenstate.

A second local orbital in the same channel with a third energy adds a fourth radial function and a fourth entry in \(D\); the formula for \(\Delta W_{ij}\) keeps its form. For spinors, the squared modulus is summed over spin components. If a relativistic local orbital has a radial function different from \(v\), that function needs its own coefficient and cannot be merged into \(C\).

## Table of computed values

```
V0 = 9.0 hartree, R = 2.0 bohr, a = 5.0 bohr, k = [0.3 0.2 0.1] 2pi/a
E1 = -0.36 hartree; E2(s) = -4.77, E2(p) = -2.19 hartree
plane waves: reference 1541, LAPW 195; LOs 4
bands 1-5, reference (hartree): [-4.77216 -2.19355 -2.19201 -2.19078 -0.3612 ]
bands 1-5, LAPW+LO   (hartree): [-4.77212 -2.19347 -2.19194 -2.19071 -0.36119]
lowest 5 without LOs (hartree): [-0.36119  0.01453  0.0381   0.04935  0.06189]
band 5 with LOs: -9.829 eV
largest band error 7.6e-05 hartree
sphere charge, reference (electrons): [0.99941 0.99043 0.99143 0.99222 0.75953]
sphere charge, LAPW+LO   (electrons): [0.99942 0.99039 0.99139 0.99218 0.7595 ]
l=0: <ud|ud> 0.16288 hartree^-2, <u|u2> 0.01492, <ud|u2> -0.03659 hartree^-1
l=0 LO: u 0.14487, ud 0.06510 hartree, u2 0.98932
l=1: <ud|ud> 0.08590 hartree^-2, <u|u2> 0.31729, <ud|u2> -0.25492 hartree^-1
l=1 LO: u 0.16185, ud 0.62983 hartree, u2 1.08473
band 4, l=1 m=0: a -0.15056 alpha 0.14898 A -0.00158
  b -0.57197 beta 0.57976 B 0.00778 (hartree); C 0.99848
band 5, l=1 m=0: a 0.02048 alpha 0.00000 A 0.02049
  b 0.00002 beta 0.00001 B 0.00003 (hartree); C 0.00001
band 4 l=1 charge (electrons): APW 0.05078 cross 0.09395 LO 0.84744 total 0.99217
  by product: uu 0.00000 udud 0.00001 u2u2 0.99713 uu2 -0.00100 udu2 -0.00396
  alpha, beta forgotten: 1.24371 electrons
band 5 l=0 charge (electrons): APW 0.75251 cross -0.00000 LO 0.00000 total 0.75251
  by product: uu 0.75251 udud 0.00000 u2u2 0.00000 uu2 -0.00000 udu2 -0.00000
  alpha, beta forgotten: 0.75251 electrons
band 5 l=1 charge (electrons): APW 0.00287 cross -0.00000 LO 0.00000 total 0.00287
  by product: uu 0.00287 udud 0.00000 u2u2 0.00000 uu2 -0.00000 udu2 -0.00000
  alpha, beta forgotten: 0.00287 electrons
band 4 rho_00 (bohr^-3): r/bohr, APW, cross, LO, sum, ref
  0.4 0.00613 -0.11790 0.56702 0.45525 0.45446
  0.9 0.00014 0.01530 0.40621 0.42165 0.42157
  1.4 0.00801 0.02986 0.02781 0.06569 0.06583
  1.9 0.00417 0.00045 0.00001 0.00464 0.00460
band 4 rho_20 (bohr^-3): r/bohr, APW, cross, LO, sum, ref
  0.4 0.00548 -0.10544 0.50704 0.40708 0.40640
  0.9 0.00013 0.01359 0.36324 0.37696 0.37689
  1.4 0.00713 0.02663 0.02487 0.05862 0.05876
  1.9 0.00365 0.00040 0.00001 0.00407 0.00404
band 5 rho_00 (bohr^-3): r/bohr, APW, cross, LO, sum, ref
  0.4 0.75105 -0.00003 0.00000 0.75103 0.75111
  0.9 0.02511 0.00000 0.00000 0.02511 0.02511
  1.4 0.10595 0.00000 0.00000 0.10595 0.10596
  1.9 0.03548 0.00000 0.00000 0.03548 0.03548
extra terms, formula minus direct sum: 1.8e-15 bohr^-3
density error / peak, bands 1-4: 1.9e-03; no cross 2.7e-01
density error / peak, band 5: 1.6e-04; no cross 1.6e-04
```
